# The People–Bean thickness is not an equilibrium correction to Matthews–Blakeslee theory

**The argument under review**

The manuscript considers a coherent film that is thicker than the Matthews–Blakeslee thickness $h_{MB}$ but thinner than the People–Bean thickness $h_{PB}$. It argues as follows: "The film shows no relaxation. Matthews–Blakeslee theory therefore underestimates the equilibrium limit, and the People–Bean energy balance supplies the correction. Below $h_{PB}$ the coherent film is stable."

The observation may be sound, but the inference needs two separate questions answered. Does the coherent film have the lowest energy at that thickness? If not, could it have relaxed measurably in the time available?

**Energy of the first misfit dislocation**

Take an isotropic (001) film on a thick substrate with the same elastic constants. Let $f>0$ be the magnitude of the misfit, $G$ the shear modulus and $\nu$ Poisson's ratio. With a free top surface, equal in-plane strains $f$ produce the biaxial stress

$$\sigma=Mf,\qquad M=\frac{2G(1+\nu)}{1-\nu}.$$

Two in-plane directions each contribute $\tfrac12\sigma f$ to the energy density, so the coherent film stores $Mhf^2$ per area.

Now place one long dislocation at the interface, at depth $h$. Let $x$ run across the line in the interface, $y$ towards the free surface and $z$ along the line. The surface must be traction-free, and the loads that make it so pull the dislocation upwards. For the Burgers component $b_x$, set $D=Gb_x/[2\pi(1-\nu)]$. The infinite-body field has these tractions at surface position $s$:

$$t_x=\frac{Ds(s^2-h^2)}{(s^2+h^2)^2},\qquad t_y=\frac{Dh(s^2-h^2)}{(s^2+h^2)^2}.$$

They are cancelled by line loads $\mathbf F=-(t_x,t_y)\,ds$. A line load on a half-space produces the purely radial stress $-2\,\mathbf F\cdot\mathbf r/(\pi r^2)$. Here $\mathbf r=(-s,-h)$ points from load to dislocation, so

$$\mathbf F\cdot\mathbf r=(st_x+ht_y)\,ds=D\,\frac{s^2-h^2}{s^2+h^2}\,ds.$$

Projecting the radial stress on $x$ gives a factor $s^2/r^2$. With $s=hu$,

$$\sigma_{xx}=-\frac{2D}{\pi h}\int_{-\infty}^{\infty}\frac{u^2(u^2-1)}{(1+u^2)^3}\,du
=-\frac{2D}{\pi h}\left(\frac{3\pi}{8}-\frac{\pi}{8}\right)=-\frac{D}{2h}.$$

The upward Peach–Koehler force per length is $-b_x\sigma_{xx}=Gb_x^2/[4\pi(1-\nu)h]$.

For the component $b_y$, with $D$ now containing $b_y$, the tractions are $t_x=Dh(s^2-h^2)/r^4$ and $t_y=Ds(s^2+3h^2)/r^4$. Then $\mathbf F\cdot\mathbf r=2Dhs\,ds/r^2$, and the shear stress is

$$\sigma_{xy}=-\frac{4D}{\pi}\int_{-\infty}^{\infty}\frac{h^2s^2}{(s^2+h^2)^3}\,ds=-\frac{D}{2h}.$$

The force $-b_y\sigma_{xy}$ has the same form as before. Cross terms between $b_x$ and $b_y$ have odd integrands and vanish. A screw component $b_s$ is attracted by an opposite image at distance $2h$, with force $Gb_s^2/(4\pi h)$.

If $\beta$ is the angle between Burgers vector and line, the edge parts satisfy $b_x^2+b_y^2=b^2\sin^2\beta$, and $b_s=b\cos\beta$. Since $\sin^2\beta+(1-\nu)\cos^2\beta=1-\nu\cos^2\beta$, the total force is $P/h$ with

$$P=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}.$$

Integrating from a core cutoff $b/\alpha$ to $h$ gives the line energy

$$L(h)=P\ln\frac{\alpha h}{b}.$$

The parameter $\alpha$ stands for core energy, which continuum elasticity does not determine. Surface-step energy is neglected.

The misfit stress acts on the in-plane edge component $b_e=|b_x|$ and pushes a line of the relaxing sign downwards with force $\sigma b_e$. Bringing the line from the surface to the interface therefore gains $\sigma hb_e$ per length. The energy change caused by the first dislocation is

$$W(h)=P\ln\frac{\alpha h}{b}-Mfhb_e.$$

Setting $W=0$ and dividing by $Mfb_e$ yields

$$h_{MB}=\frac{b^2(1-\nu\cos^2\beta)}{8\pi(1+\nu)fb_e}\ln\frac{\alpha h_{MB}}{b}.$$

The larger root is meant; the smaller one lies near the core cutoff. Because $W''=-P/h^2<0$, $W$ is positive between the roots and negative at every thickness beyond the larger one. Lines far enough apart do not interact appreciably, so a sufficiently dilute set of them also lowers the energy. Within this model, a coherent film with $h>h_{MB}$ is not in equilibrium.

**What the other balance compares**

The People–Bean criterion equates the coherent areal energy to the energy of an isolated screw dislocation spread over a width $w=2\sqrt2\,a$, where $a$ is the lattice parameter:

$$\frac{2G(1+\nu)}{1-\nu}hf^2=\frac{Gb^2}{4\pi w}\ln\frac hb.$$

Solving for the factor $h$ on the left gives

$$h_{PB}=\frac{(1-\nu)b^2}{16\sqrt2\,\pi(1+\nu)af^2}\ln\frac{h_{PB}}b.$$

This is not a condition for a minimum. Equilibrium asks how the energy changes when dislocation length is added. The equation above contains no such derivative, and it does not compare the coherent film with a relaxed film. A screw line relieves no misfit.

Replacing the screws by 60° lines does not rescue the comparison. For $b=a/\sqrt2$ and $b_e=b/2$, spacing $w$ relieves a mean strain $b_e/w=1/8$. With such lines in both in-plane directions, a film at $f=0.01$ would be overcompensated, with a strain energy $[(0.01-0.125)/0.01]^2\approx132$ times the coherent value, before any line energy is added.

**A numerical case**

Take round model parameters: $a=0.55$ nm, $G=50$ GPa, $\nu=0.3$, $f=1\%$ and $\alpha=e$. For 60° dislocations, $b=0.3889$ nm and $b_e=0.1945$ nm. The prefactor in $h_{MB}$ is $A/f$, with

$$A=\frac{P}{Mb_e}=0.02202\ \text{nm}.$$

Hence $h_{MB}=2.202\ \text{nm}\times\ln(2.718\times9.16/0.3889)=9.16$ nm. The other criterion gives $h_{PB}=119.3$ nm, 13 times as much. The ratio is 27.6 at 0.5% misfit and 5.9 at 2%. It falls with misfit because the prefactors vary as $1/f^2$ and $1/f$, with logarithms modifying the ratio. The statement that $h_{PB}$ is larger is made here for this range of misfit.

Could an uncertain core energy account for the difference? Changing $\alpha$ from 1 to 4 moves $h_{MB}$ from 6.0 to 10.3 nm. Reaching $h_{PB}$ would require $\alpha\approx10^{21}$. The neglected surface step matters about as much as $\alpha$: a step face of energy 1.5 J/m$^2$ and height $b/\sqrt2$, removed or created, moves $h_{MB}$ to 7.6 or 10.6 nm. The value also depends on the line type. A pure edge line with its Burgers vector in the interface ($\beta=90^\circ$, $b_e=b$) has $W<0$ already above 3.9 nm, although it cannot reach the interface by the same glide. A thickness below the 60° value of $h_{MB}$ therefore does not prove equilibrium.

Could the width be reinterpreted? To make the People–Bean balance return $h_{MB}$, $w$ would have to be 11.2 nm at 1% misfit and 23.6 nm at 0.5%, instead of the fixed 1.56 nm. A constant width cannot do this at both misfits.

At $h_{PB}$ the misfit work is

$$\sigma hb_e=1.857\times119.3\times0.1945=43.1\ \text{GPa nm}^2.$$

Since $1\ \text{GPa nm}^2=10^{-18}$ J/nm $=6.24$ eV/nm, this is 269 eV/nm. The line energy is 33 eV/nm, so the first dislocation lowers the energy by about 235 eV per nanometre of line. The numerical output below lists these three energies too large by a factor of $10^9$, through an error in unit conversion; the values given here are the correct ones. The film at $h_{PB}$ is far from the point where the two terms balance.

**Why the film may nevertheless remain coherent**

A negative $W$ gives a driving force, not a rate. Suppose the film contains $N$ threading dislocation arms per area, half gliding along each in-plane direction. An advancing arm leaves misfit dislocation behind it. Let $\delta$ be the strain already relieved. In a mean-strain approximation the remaining stress is $M(f-\delta)$, and dividing the net energy gain per length by $Mhb_e$ gives the excess strain

$$\varepsilon_{ex}=f-\delta-\frac{A}{h}\ln\frac{\alpha h}{b}.$$

Assume thermally activated glide at speed $v=v_0\varepsilon_{ex}e^{-Q/k_BT}$. Each direction gains misfit length per area at rate $Nv/2$, and each unit of this length density relieves strain $b_e$. Thus $d\delta/dt=Nb_ev/2$. For growth at constant rate $R$, $dh=R\,dt$ and

$$\frac{d\delta}{dh}=\kappa\varepsilon_{ex},\qquad
\kappa=\frac{Nb_ev_0}{2R}e^{-Q/k_BT}.$$

Relaxation is noticed when $\delta$ reaches a detection limit $\delta_d$. If $\delta_d\ll\varepsilon_{ex}$ over most of the growth beyond $h_{MB}$, $\delta$ can be dropped on the right. Integrating from $h_{MB}$, and using $\int \ln(\alpha s/b)\,ds/s=\tfrac12\ln^2(\alpha s/b)$, gives the apparent critical thickness $h$:

$$f(h-h_{MB})-\frac A2\left[\ln^2\frac{\alpha h}{b}-\ln^2\frac{\alpha h_{MB}}b\right]=\frac{\delta_d}{\kappa}.$$

Choose $Q=2$ eV, $v_0=10^7$ m/s, $N=10^{10}$ m$^{-2}$, $R=0.1$ nm/s and $\delta_d=10^{-4}$. The large $v_0$ is a rate prefactor, not a speed reached by the dislocations. Integration of the full rate equation, including the back stress from $\delta$, gives:

| Temperature (K) | Apparent thickness (nm) |
|---:|---:|
| 750 | 2942 |
| 800 | 474 |
| 850 | 114 |
| 900 | 42 |
| 950 | 22.5 |

The integrated law agrees with these values to about 0.5%. The calculated film can exceed even $h_{PB}$ without detectable relaxation, so $h_{PB}$ is not an upper limit to coherent growth either.

At 847.9 K the law happens to give $h_{PB}$. There $\kappa=1.26\times10^{-4}$ nm$^{-1}$, so the right-hand side is $10^{-4}/(1.26\times10^{-4}\ \text{nm}^{-1})=0.794$ nm. The left-hand side is $1.101-0.308=0.793$ nm, equal within rounding. At the same temperature, growth ten times faster moves the apparent thickness to 871 nm, and growth ten times slower moves it to 29 nm. Ten times more threading arms also give 29 nm, because $N$ and $R$ enter through $N/R$. Since $h_{PB}$ contains none of these variables, agreement at one setting does not establish it as a kinetic law.

Two limits show what the formula means. When relaxation is very slow, the term $fh$ dominates and $h\approx\delta_d/(\kappa f)$. For the tenfold faster growth this gives $7.94/0.01=794$ nm, about 9% below the full result; the neglected $h_{MB}$ and logarithmic terms raise the thickness.

When growth is very slow, $\delta$ follows its equilibrium value and may no longer be dropped. Detection then occurs where $\varepsilon_{ex}=0$ with $\delta=\delta_d$. Near $h_{MB}$, the equilibrium relaxation rises with slope

$$\frac{f}{h_{MB}}\left[1-\frac1{\ln(\alpha h_{MB}/b)}\right]\approx8.3\times10^{-4}\ \text{nm}^{-1}.$$

In the mean-strain approximation the detection limit therefore adds about 0.12 nm to $h_{MB}$, giving 9.28 nm. At this strain parallel lines are about 2 µm apart, far more than the film thickness, so the approximation overstates their repulsion. The crossing lines still exert their mean back stress, the fraction $\nu/(1+\nu)$ of the total, and the shift for a square grid of discrete lines is about 0.03 nm. The full equation at a growth rate reduced by $10^6$ gives 9.29 nm. Slow growth leads back to the Matthews–Blakeslee onset, not to $h_{PB}$.

**The experiment the manuscript needs**

Annealing at fixed thickness can separate the two interpretations, provided the anneal does not change the misfit through thermal-expansion mismatch or interdiffusion and the relaxation seen is due to misfit dislocations rather than surface roughening. In the model, a 60 nm film grown at 750 K has relaxed by $1.05\times10^{-6}$, well below detection. After 600 s at 900 K the relaxed strain is $2.83\times10^{-4}$, above detection, although the film is only half as thick as $h_{PB}$. If the coherent state were the equilibrium state up to $h_{PB}$, this relaxation would not occur.

The converse inference is weaker: a film that stays coherent during an anneal may still be kinetically trapped. In this example each arm must travel $2\delta/(Nb_e)\approx0.3$ mm to produce the relaxation after annealing. Blocking by other dislocations would slow it, while multiplication would speed it up. A film without threading arms must first nucleate dislocations. These processes are outside the rate law and can change the apparent thickness substantially, but they do not change the sign of $W$.

**Recommendation**

The claim of equilibrium stability should be withdrawn. The data support the statement that no relaxation was detected for the stated temperature, growth rate and detection limit. The manuscript should report these conditions together with the threading density, compare the thickness with $h_{MB}$ for the stated dislocation type, above which the coherent film is out of equilibrium, and use annealing or a series of growth rates to examine the delay.

## Calculated quantities

```
lattice parameter a = 0.55 nm; Burgers length b = 0.3889 nm
in-plane edge part b_e = 0.1945 nm
G = 50 GPa; nu = 0.30; misfit f = 1.0 %
biaxial M = 185.7 GPa; coherent stress = 1.857 GPa
core parameter alpha = 2.7183
MB thickness, formula = 9.16 nm
MB thickness, integrated image force = 9.16 nm
PB thickness = 119.3 nm; PB/MB = 13.0
f=0.5 %: MB 22.22 nm, PB 613.6 nm, ratio 27.6
f=1.0 %: MB 9.16 nm, PB 119.3 nm, ratio 13.0
f=2.0 %: MB 3.53 nm, PB 20.7 nm, ratio 5.9
MB thickness with alpha=1: 6.04 nm
MB thickness with alpha=4: 10.26 nm
log10 of alpha needed for MB = PB: 21.0
PB width w = 1.556 nm
strain relaxed by edge parts at spacing w = 0.125
strain energy at spacing w / coherent = 132
width giving MB at f=0.5 %: 23.60 nm
width giving MB at f=1.0 %: 11.18 nm
at PB: line energy = 33383675678.3 eV/nm
at PB: misfit work = 268839413558.2 eV/nm
at PB: first-line energy change = -235455737880.0 eV/nm
Q = 2.0 eV; v0 = 1.0e+07 m/s; N = 1.0e+10 m^-2
growth rate R = 0.10 nm/s; detection limit = 1.0e-04
A = 0.02202 nm
T=750 K: apparent thickness, law 2927.5 nm, full 2942.1 nm
T=800 K: apparent thickness, law 471.3 nm, full 473.6 nm
T=850 K: apparent thickness, law 113.4 nm, full 113.9 nm
T=900 K: apparent thickness, law 41.9 nm, full 42.1 nm
T=950 K: apparent thickness, law 22.4 nm, full 22.5 nm
temperature where the law gives PB = 847.9 K
kappa there = 1.260e-04 nm^-1
full rate equation there = 119.8 nm
same T, R times 10: 871.4 nm
same T, R divided by 10: 29.3 nm
same T, N times 10: 29.3 nm
same T, R times 1e-6: 9.29 nm
equilibrium detection thickness = 9.28 nm
anneal film: h = 60 nm, grown at 750 K
relaxed strain after growth = 1.05e-06
anneal: 900 K for 600 s
relaxed strain after anneal = 2.83e-04
```
